# Direct RPA plus SOSEX for a closed-shell electron pair, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The two energies and their common amplitudes

For the helium atom in the cc-pVQZ basis, with Hartree–Fock orbitals, the direct random-phase approximation (dRPA) gives a correlation energy of $-0.063450$ hartree. The second-order screened exchange correction (SOSEX) is $+0.031725$ hartree. Their sum is half the first number, and the printed ratio is $0.50000000$. The same ratio appears in three smaller bases, although the energies themselves change by more than a factor of three between the smallest basis and the largest. A ratio that ignores the basis must come from the structure of the two formulas. This part derives those formulas for a general determinant, and the second part applies them to two electrons.

### Reference, integrals and gaps

The reference is a single determinant of real, orthonormal spin orbitals, each with a definite spin. Its orbitals and orbital energies may come from a Hartree–Fock or a Kohn–Sham calculation. Indices $i,j$ denote occupied spin orbitals and $a,b$ empty ones. Hartree atomic units are used. The Coulomb integrals are

$$
(ia|jb)=\int\!\!\int \frac{\phi_i(x)\phi_a(x)\,\phi_j(x')\phi_b(x')}{|\mathbf r-\mathbf r'|}\,dx\,dx' ,
$$

where $x$ stands for position and spin. The spin sum makes the integral vanish unless $i$ and $a$ have the same spin and $j$ and $b$ have the same spin.

A pair $(i,a)$ is a possible excitation and is treated as one index, $\mu=(ia)$ or $\nu=(jb)$. Over these pairs we define the matrices

$$
\Delta_{\mu\nu}=\delta_{\mu\nu}(\varepsilon_a-\varepsilon_i),\qquad
V_{ia,jb}=(ia|jb),\qquad K_{ia,jb}=(ib|ja).
$$

$V$ is the direct interaction, and $K$ is the same interaction with the two empty orbitals exchanged. Both matrices are symmetric, because the two integration variables may be renamed. All gaps are assumed positive, $\Delta>0$.

The matrix $V$ has no negative eigenvalue. For a real vector $c$, put $\rho(\mathbf r)=\sum_{ia}c_{ia}\phi_i\phi_a$, summed over spin. With the Fourier transform $\rho_{\mathbf k}$,

$$
c^{T}Vc=\int\!\!\int\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\rho_{\mathbf k}|^2\ \ge 0 .
$$

### The direct RPA energy as a zero-point energy

The direct RPA treats every excitation $\mu$ as an independent boson with operators $b_\mu,b_\mu^\dagger$. An excitation costs its gap, and the transition densities $\phi_i\phi_a$ interact through the Coulomb force:

$$
H=\sum_\mu \Delta_\mu b_\mu^\dagger b_\mu
+\tfrac12\sum_{\mu\nu}V_{\mu\nu}(b_\mu+b_\mu^\dagger)(b_\nu+b_\nu^\dagger)-\tfrac12\mathrm{Tr}\,V .
$$

The last constant removes the mean value of the interaction in the state without bosons, so the energy has no first-order term. The boson picture is an approximation: nothing in it forbids one electron from being excited twice at the same time. This will matter below.

With $q_\mu=(b_\mu+b_\mu^\dagger)/\sqrt2$ and its conjugate momentum $p_\mu$, we have $b_\mu^\dagger b_\mu=\frac12(q_\mu^2+p_\mu^2-1)$, and the interaction becomes $q^TVq$. Hence

$$
H=\tfrac12\,p^T\Delta\,p+\tfrac12\,q^T(\Delta+2V)\,q-\tfrac12\mathrm{Tr}(\Delta+V).
$$

The rescaling $q=\Delta^{1/2}q'$, $p=\Delta^{-1/2}p'$ keeps the commutators, since $\Delta$ is diagonal. It turns the first two terms into $\frac12p'^Tp'+\frac12q'^TMq'$ with

$$
M=\Delta^{1/2}(\Delta+2V)\Delta^{1/2}.
$$

Because $\Delta>0$ and $V\ge0$, $M$ is positive definite. We write $MZ=Z\Omega^2$ with $Z$ orthogonal and $\Omega$ diagonal and positive. An orthogonal rotation by $Z$ gives independent oscillators of frequency $\Omega_n$, each with zero-point energy $\Omega_n/2$. The ground-state energy of $H$ is the direct RPA correlation energy:

$$
E_{\rm d}=\tfrac12\,\mathrm{Tr}(\Omega-A),\qquad A=\Delta+V. \tag{1}
$$

### Amplitudes

SOSEX needs more than the frequencies. Define matrices $X$ and $Y$ through

$$
X+Y=\Delta^{1/2}Z\,\Omega^{-1/2},\qquad X-Y=\Delta^{-1/2}Z\,\Omega^{1/2}.
$$

Direct substitution gives two relations:

$$
\Delta(X-Y)=\Delta^{1/2}Z\Omega^{1/2}=(X+Y)\Omega ,
$$

$$
(\Delta+2V)(X+Y)=\Delta^{-1/2}MZ\Omega^{-1/2}=\Delta^{-1/2}Z\Omega^{3/2}=(X-Y)\Omega .
$$

Half their sum and half their difference are the usual RPA equations. The sum gives $(\Delta+V)X+VY=X\Omega$. The second relation minus the first gives $VX+(\Delta+V)Y=-Y\Omega$. In terms of $A$,

$$
AX+VY=X\Omega,\qquad VX+AY=-Y\Omega. \tag{2}
$$

The normalization follows from $(X+Y)^T(X-Y)=\Omega^{-1/2}Z^TZ\,\Omega^{1/2}=1$. Written out, this is

$$
X^TX-Y^TY+(Y^TX-X^TY)=1 .
$$

The first two terms are symmetric and the bracket is antisymmetric. Since the unit matrix is symmetric, the two parts separate:

$$
X^TX-Y^TY=1,\qquad X^TY=Y^TX .
$$

The first relation gives $|Xc|^2=|c|^2+|Yc|^2\ge|c|^2$ for every vector $c$, so $X$ can be inverted. The amplitude matrix is

$$
T=YX^{-1}.
$$

It is symmetric: multiplying $X^TY=Y^TX$ by $(X^T)^{-1}$ from the left and by $X^{-1}$ from the right gives $YX^{-1}=(YX^{-1})^T$.

Multiply both equations (2) by $X^{-1}$ from the right. The first becomes

$$
A+VT=X\Omega X^{-1}. \tag{3}
$$

The second becomes $V+AT=-Y\Omega X^{-1}=-T\,X\Omega X^{-1}=-T(A+VT)$, or

$$
V+AT+TA+TVT=0. \tag{4}
$$

The trace of (3) gives $\mathrm{Tr}\,\Omega=\mathrm{Tr}\,A+\mathrm{Tr}(VT)$, because a trace does not change under cyclic permutation. Inserted in (1), this yields

$$
E_{\rm d}=\tfrac12\,\mathrm{Tr}(VT)=\tfrac12\sum_{ijab}(ia|jb)\,T_{ia,jb}. \tag{5}
$$

Equation (4) is quadratic and has several solutions. A code that solves it by iteration needs a criterion for the right one. For any solution $T$, equation (4) can be written as

$$
\begin{pmatrix}A&V\\-V&-A\end{pmatrix}\begin{pmatrix}1\\T\end{pmatrix}
=\begin{pmatrix}1\\T\end{pmatrix}(A+VT).
$$

By (2), the columns of $X$ stacked on $Y$ are eigenvectors of the large matrix with eigenvalues $\Omega_n$, and the columns of $Y$ stacked on $X$ are eigenvectors with eigenvalues $-\Omega_n$. Each set is linearly independent because $X$ is invertible, and the two sets belong to eigenvalues of opposite sign, so together they exhaust the spectrum. The eigenvalues of $A+VT$ are therefore taken from the set $\pm\Omega_n$. The solution used here has all of them positive, by (3). The eigenvectors with positive eigenvalues span one definite subspace, so this condition selects a unique $T$. It also follows that the choice of eigenvectors within a degenerate level does not affect $T$.

To lowest order in $V$, the products $VT$, $TV$ and $TVT$ may be dropped from (4), which leaves

$$
T_{\mu\nu}\simeq-\frac{V_{\mu\nu}}{\Delta_\mu+\Delta_\nu}. \tag{6}
$$

The minus sign makes the direct energy (5) negative.

### The exchange correction

Equation (5) resembles the energy of a wave function with double excitations $i\to a$, $j\to b$ of amplitude $T_{ia,jb}$. For fermions such an amplitude must change sign when $a$ and $b$ are exchanged, and $T$ does not have this property. We can impose it by forming

$$
\tau_{ij}^{ab}=T_{ia,jb}-T_{ib,ja}.
$$

The coupling of the reference determinant to a double excitation is $(ia|jb)-(ib|ja)$. With a factor $\frac14$ that corrects for counting each double excitation four times, the energy is

$$
E=\tfrac14\sum_{ijab}\big[(ia|jb)-(ib|ja)\big]\big[T_{ia,jb}-T_{ib,ja}\big].
$$

In the part containing $T_{ib,ja}$ we rename $a\leftrightarrow b$. The first bracket changes sign, so this part equals the part containing $T_{ia,jb}$. The result is

$$
E=\tfrac12\sum_{ijab}\big[(ia|jb)-(ib|ja)\big]T_{ia,jb}=E_{\rm d}+E_{\rm x},
$$

$$
E_{\rm x}=-\tfrac12\sum_{ijab}(ib|ja)\,T_{ia,jb}=-\tfrac12\,\mathrm{Tr}(KT). \tag{7}
$$

$E_{\rm x}$ is the SOSEX energy. The antisymmetry is imposed on the energy expression after $T$ has been found; equation (4) for $T$ still contains the direct interaction alone. This is the approximation made in RPA+SOSEX.

Inserting (6) gives the second-order energy

$$
E^{(2)}=-\tfrac12\sum_{ijab}\frac{(ia|jb)\big[(ia|jb)-(ib|ja)\big]}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.
$$

The denominator does not change under $a\leftrightarrow b$, so the numerator may be averaged over this exchange:

$$
E^{(2)}=-\tfrac14\sum_{ijab}\frac{\big[(ia|jb)-(ib|ja)\big]^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.
$$

For Hartree–Fock orbitals this is the MP2 correlation energy. Direct RPA alone lacks the exchange part at this order.

### The coupling-strength form

The same direct energy can be obtained by an integral over the interaction strength. Replace $V$ by $\lambda V$, so that $M_\lambda=\Delta^2+2\lambda\Delta^{1/2}V\Delta^{1/2}$. For $S=M_\lambda^{1/2}$, differentiation of $M_\lambda=S^2$ gives $M_\lambda'=S'S+SS'$, and thus $\mathrm{Tr}(S^{-1}M_\lambda')=2\,\mathrm{Tr}\,S'$. Since $\mathrm{Tr}\,\Omega_\lambda=\mathrm{Tr}\,S$,

$$
\frac{d}{d\lambda}\mathrm{Tr}\,\Omega_\lambda=\tfrac12\mathrm{Tr}(M_\lambda^{-1/2}M_\lambda')
=\mathrm{Tr}\big(V\Delta^{1/2}M_\lambda^{-1/2}\Delta^{1/2}\big).
$$

The definition of $X+Y$ shows that $\Delta^{1/2}M_\lambda^{-1/2}\Delta^{1/2}=(X+Y)(X+Y)^T$ at strength $\lambda$. The derivative of (1) is therefore $\frac12\mathrm{Tr}(VP_\lambda)$ with

$$
P_\lambda=(X_\lambda+Y_\lambda)(X_\lambda+Y_\lambda)^T-1 .
$$

At $\lambda=0$ we have $\Omega=\Delta=A$, and the energy vanishes. Integration gives

$$
E_{\rm d}=\tfrac12\int_0^1\mathrm{Tr}(VP_\lambda)\,d\lambda,\qquad
E_{\rm x}^{\rm AC}=-\tfrac12\int_0^1\mathrm{Tr}(KP_\lambda)\,d\lambda. \tag{8}
$$

The first formula is an identity. The second defines a variant of SOSEX in which $V$ is replaced by $-K$ under the integral. For a general system it need not agree with (7), because the integral of $P_\lambda$ and the matrix $T$ are in general different matrices that have the same trace with $V$ (for helium they coincide in a basis with one empty orbital and differ in larger bases).

## Part 2. Two electrons in one orbital

The second part uses the following from the first. Pairs $\mu=(ia)$ of an occupied and an empty real spin orbital label the matrices $\Delta$ (positive gaps), $V_{ia,jb}=(ia|jb)$ and $K_{ia,jb}=(ib|ja)$. The squared frequencies $\Omega^2$ are the eigenvalues of $\Delta^{1/2}(\Delta+2V)\Delta^{1/2}$. The symmetric amplitude matrix $T$ solves $V+AT+TA+TVT=0$ with $A=\Delta+V$ and belongs to the positive frequencies. The energies are

$$
E_{\rm d}=\tfrac12\mathrm{Tr}(\Omega-A)=\tfrac12\mathrm{Tr}(VT),\qquad E_{\rm x}=-\tfrac12\mathrm{Tr}(KT),
$$

for direct RPA and SOSEX. The coupling-strength variant replaces $T$ by $\int_0^1P_\lambda\,d\lambda$.

### Statement and conditions

Let both electrons occupy the same spatial orbital, numbered 1, and let the empty orbitals and all orbital energies be the same for both spins. Then

$$
E_{\rm x}=-\tfrac12E_{\rm d},\qquad E_{\rm d}+E_{\rm x}=\tfrac12E_{\rm d}. \tag{9}
$$

This does not cover every two-electron singlet. An open-shell singlet, with its electrons in two different orbitals, needs two determinants, and the formulas above start from one. A determinant with different orbitals for the two spins is in general not a singlet, and it can violate (9), as shown below.

### Spin structure of the amplitudes

Pairs in which the spin flips have no direct interaction with any pair. In their block $V=0$, so $\Omega=\Delta$, $Y=0$ and $T=0$. The remaining pairs are labelled by an empty spatial orbital $a$ and a spin $\sigma$. Their gaps and interactions do not depend on spin:

$$
\delta_a=\varepsilon_a-\varepsilon_1,\qquad V_{a\sigma,b\sigma'}=v_{ab}=(1a|1b).
$$

Form the combinations $(\uparrow\pm\downarrow)/\sqrt2$ of the two excitations into each $a$. The interaction within the plus combination is $\frac12(v+v+v+v)=2v$. Within the minus combination it is $\frac12(v-v-v+v)=0$, and between the two it is $\frac12(v-v+v-v)=0$. The minus combination therefore has $T=0$. The plus combination has an amplitude matrix $T_s$, which obeys the general equation with $V$ replaced by $2v$. Transforming back to the separate spins gives

$$
T_{a\sigma,b\sigma'}=\tfrac12(T_s)_{ab}\equiv t_{ab}\quad\text{for all four choices of }\sigma,\sigma' .
$$

With $T_s=2t$, division of the equation for $T_s$ by 2 yields

$$
v+\delta t+t\delta+2(vt+tv)+4\,tvt=0, \tag{10}
$$

where $\delta$ is the diagonal matrix of the gaps $\delta_a$.

We have derived the dRPA and SOSEX energies and shown that, for two electrons in one spatial orbital, the amplitudes form the same matrix $t$ in all four spin blocks. It remains to count the blocks that enter each energy, which will prove (9), and to see what the identity means in numbers and where it fails.
